\section*{Helium shake-up and shake-off from a sudden change of exponent}

\section*{Question}

I am working on an exercise about satellites in photoelectron spectra. Helium is described by two electrons in a 1s orbital $e^{-ar}$ with $a=27/16$. After one electron has been ejected by an x-ray photon, the other belongs to He$^+$, whose 1s orbital has exponent 2. I am to use the sudden approximation to show that about 2.1 percent of the intensity goes to shake-up and shake-off.

I computed the overlap of the two 1s orbitals and found $0.989$, so I would say that 1.1 percent is missing, not 2.1. Helium has two electrons, so perhaps each contributes an overlap? And how does one tell shake-up from shake-off here? Finally, if I integrate the main peak alone to count helium atoms, may I correct the area with this number?

\section*{Answer}

Your overlap is right, but it is an amplitude. The intensity of the main line goes with its square, and one overlap enters, because one electron stays behind. I use atomic units (energies in hartree, lengths in bohr), a fixed nucleus and nonrelativistic mechanics, and write $Z=2$ for the nuclear charge.

\subsection*{Where the two exponents come from}

Take the normalised orbital $\phi_a(r)=\sqrt{a^3/\pi}\,e^{-ar}$ for both electrons. Each has kinetic energy $\tfrac12\int|\nabla\phi_a|^2\,d^3r=a^2/2$ and nuclear attraction $-Z\langle 1/r\rangle=-Za$. For the repulsion, the charge cloud of one electron produces the potential
\[
v(r)=\frac1r-e^{-2ar}\left(\frac1r+a\right),
\]
which satisfies Poisson's equation, since $(rv)''=-4a^3re^{-2ar}=-4\pi r\phi_a^2$. It is finite at the origin and tends to $1/r$ far away. Averaging it over the other electron gives
\begin{align*}
\int_0^\infty 4a^3r^2e^{-2ar}v(r)\,dr
&=4a^3\left[\frac{1}{4a^2}-\frac{1}{16a^2}-\frac{2a}{64a^3}\right]=\frac{5a}{8}.
\end{align*}
The total energy is therefore
\[
E(a)=a^2-2Za+\tfrac58a,\qquad
E'(a)=0\;\Rightarrow\; a=Z-\tfrac5{16}=\tfrac{27}{16}.
\]
The minimum is $E=-a^2=-2.84766$ hartree. In He$^+$ nothing screens the nucleus, so the 1s exponent is $Z=2$.

\subsection*{Why one overlap appears, squared}

The initial spatial state is $\phi_a(1)\phi_a(2)$, a spin singlet. In the final state a photoelectron $\chi$ leaves an ion in state $f$:
\[
\Psi_f=\frac{1}{\sqrt2}\left[\chi(1)f(2)+f(1)\chi(2)\right].
\]
The light acts through a sum of one-electron dipole operators, $d(1)+d(2)$. Both terms of $\Psi_f$ contribute equally, so the amplitude is
\[
M_f=\sqrt2\left[\langle\chi|d|\phi_a\rangle\langle f|\phi_a\rangle
+\langle\chi|\phi_a\rangle\langle f|d|\phi_a\rangle\right].
\]
If $f$ is an s state, the second term vanishes by parity. If $f$ is a p state, the first vanishes by orthogonality of the angular parts, and the second contains the overlap of a fast wave with the 1s orbital. For a plane wave of momentum $p$ and the momentum form of $d$, that overlap is smaller than $\langle\chi|d|\phi_a\rangle$ by a factor $1/p$. I drop it, which is justified in the limit of large $p$; its size at a finite energy is estimated below.

The sudden approximation further assumes that the photoelectron is so fast that $\langle\chi|d|\phi_a\rangle$ is the same for all ionic states that matter. This common factor cancels from the fractions, leaving
\[
P_f=|\langle f|\phi_a\rangle|^2,\qquad \sum_fP_f=\langle\phi_a|\phi_a\rangle=1 .
\]
The sum includes the continuum. The second electron of your question is the photoelectron; its matrix element is the common factor, not another overlap.

\subsection*{The overlap}

The radial functions are $2a^{3/2}e^{-ar}$ and $2Z^{3/2}e^{-Zr}$. With $\int_0^\infty r^2e^{-br}dr=2/b^3$,
\begin{equation*}
S=4(aZ)^{3/2}\int_0^\infty r^2e^{-(a+Z)r}dr
=\frac{8(aZ)^{3/2}}{(a+Z)^3}
=\left[\frac{4aZ}{(a+Z)^2}\right]^{3/2}.
\end{equation*}
Here $aZ=27/8$ and $a+Z=59/16$, so the bracket is $(27/2)(256/3481)=3456/3481$. Then
\[
S=0.98925,\qquad S^2=\left(\frac{3456}{3481}\right)^3=0.97861,\qquad
1-S^2=0.02139 .
\]
This is the required 2.1 percent, as a fraction of the total intensity, not of the main line.

To see why it is small, put $x=(Z-a)/(Z+a)=5/59$. Since $4aZ=(Z+a)^2-(Z-a)^2$,
\[
1-S^2=1-(1-x^2)^3=3x^2-3x^4+x^6 .
\]
The leading term gives 2.155 percent. There is no term linear in $x$: the overlap of two normalised functions is stationary where they coincide. If $a=Z$, nothing is shaken.

The same model applies to a two-electron ion of larger $Z$. There $a=Z-5/16$, so $x=5/(32Z-5)$, and for large $Z$ the loss tends to $75/(1024Z^2)$. The change of screening stays fixed while the nuclear attraction grows.

\subsection*{Shake-up: the discrete lines}

Shake-up leaves the ion in a bound state $ns$ with $n\ge2$. Write its radial function as $u/r$ and let $\kappa=Z/n$, so that its energy is $-\kappa^2/2$. The radial equation, multiplied by $r$, is
\[
ru''+2Zu-\kappa^2ru=0,\qquad u(0)=0 .
\]
The overlap with an exponential calls for the Laplace transform $U(q)=\int_0^\infty u\,e^{-qr}dr$. The transform of $u''$ is $q^2U-u'(0)$, and a factor $r$ becomes $-d/dq$. Hence
\begin{align*}
-(q^2U)'+2ZU+\kappa^2U'&=0,\\
\frac{U'}{U}=\frac{2(Z-q)}{q^2-\kappa^2}
&=\frac{n-1}{q-\kappa}-\frac{n+1}{q+\kappa},\\
U(q)&=u'(0)\frac{(q-\kappa)^{n-1}}{(q+\kappa)^{n+1}} .
\end{align*}
The constant is fixed by $U\to u'(0)/q^2$ at large $q$, which follows from $u\simeq u'(0)r$ near the origin.

For the normalisation, multiply $u''=2(V-E)u$ by $2u'$, with $V=-Z/r$, and integrate by parts. The boundary terms of $(V-E)u^2$ vanish, so
\[
u'(0)^2=2\int_0^\infty V'u^2dr=2Z\langle r^{-2}\rangle .
\]
To obtain $\langle r^{-2}\rangle$, treat $l$ as a continuous parameter in the centrifugal term $l(l+1)/2r^2$ and hold the number of radial nodes $n_r$ fixed. From $E=-Z^2/[2(n_r+l+1)^2]$ the Hellmann--Feynman theorem gives $(l+\tfrac12)\langle r^{-2}\rangle=Z^2/n^3$. At $l=0$, therefore, $u'(0)^2=4Z^3/n^3$.

The overlap with $\phi_a$ is
\[
2a^{3/2}\int_0^\infty r\,u\,e^{-ar}dr=-2a^{3/2}U'(a)
=4a^{3/2}(a-Z)u'(0)\frac{(a-\kappa)^{n-2}}{(a+\kappa)^{n+2}} .
\]
Squaring it gives
\begin{equation*}
P_n=\frac{64(aZ)^3(a-Z)^2}{n^3}\,
\frac{(a-Z/n)^{2n-4}}{(a+Z/n)^{2n+4}} .
\end{equation*}
At $n=1$ the factors $(a-Z)^2$ cancel and $S^2$ returns. At $n=2$,
\[
P_2=\frac{64(27/8)^3(5/16)^2}{8(43/16)^8}=0.01104 .
\]
Thus 1.104 percent goes to 2s and 0.177 percent to 3s. All discrete satellites together take 1.428 percent.

\subsection*{Shake-off: the continuum}

What remains is shake-off:
\[
2.139\,\%-1.428\,\%=0.711\,\% .
\]
This can be obtained independently by integrating over the continuum. For an electron of momentum $k$ replace $\kappa^2$ by $-k^2$. The transformed equation integrates to
\[
U(q)=\frac{u'(0)}{q^2+k^2}
\exp\left[-\frac{2Z}{k}\arctan\frac kq\right].
\]
To normalise per unit $k$, $u$ must oscillate with amplitude $\sqrt{2/\pi}$ at large $r$. With $\eta=Z/k$, the same solution reads
\[
U=u'(0)(q-ik)^{-1-i\eta}(q+ik)^{-1+i\eta} .
\]
The singularity at $q=ik$ governs the outgoing wave. There the second factor has modulus $e^{-\pi\eta/2}/(2k)$, and the inverse transform of the first is $r^{i\eta}e^{ikr}/\Gamma(1+i\eta)$. Adding the complex conjugate from $q=-ik$ doubles the amplitude:
\[
\frac{u'(0)e^{-\pi\eta/2}}{k|\Gamma(1+i\eta)|}=\sqrt{\frac2\pi}
\;\Rightarrow\;
u'(0)^2=\frac{4Zk}{1-e^{-2\pi Z/k}},
\]
where $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$ was used. The overlap is again $-2a^{3/2}U'(a)$, so
\[
\frac{dP}{dk}=\frac{64a^3Zk(a-Z)^2}{(a^2+k^2)^4}\,
\frac{e^{-(4Z/k)\arctan(k/a)}}{1-e^{-2\pi Z/k}} .
\]
Its numerical integral is 0.711 percent, in agreement with the difference above.

\subsection*{What the spectrum looks like}

Energy given to the ion is missing from the photoelectron. The 2s satellite lies $\tfrac{Z^2}{2}(1-\tfrac14)=1.5$ hartree, or 40.82 eV, below the main line in kinetic energy. The shake-off continuum starts at $Z^2/2$, or 54.42 eV, below it.

The centroid follows without summing any lines. The mean energy of the ion just after the ejection is $\langle\phi_a|H_+|\phi_a\rangle=a^2/2-Za$, where $H_+$ is the Hamiltonian of He$^+$. Relative to its ground state this is
\[
\frac{a^2}{2}-Za+\frac{Z^2}{2}=\frac{(Z-a)^2}{2}=\frac{25}{512}\ \text{hartree}=1.329\ \text{eV}.
\]
Summing all lines and the continuum numerically gives the same value. It is also the difference between the ionisation energy with a frozen orbital, 24.395 eV, and with a relaxed one, 23.066 eV. The main line sits at the relaxed energy, and the weak satellites pull the centroid to the frozen one. Dividing 1.329 eV by 0.02139 gives a mean excitation of about 62 eV per shaken ion. That exceeds the 2s distance because of the higher lines and the tail of the continuum.

\subsection*{How far to trust 2.1 percent for real helium}

The number belongs to the product wave function, and real helium is correlated. Let $\psi(r_1,r_2,r_{12})$ be the accurate ground state. A fast photoelectron needs a large momentum $p$, which the smooth parts of $\psi$ do not supply; the cusp at the nucleus does. For a spherically averaged function $g(r_1)$, three integrations by parts give, to leading order in $1/p$,
\[
\frac{4\pi}{p}\int_0^\infty r_1g\sin(pr_1)\,dr_1\simeq-\frac{8\pi g'(0)}{p^4} .
\]
The nuclear cusp condition is $g'(0)=-Zg(0)$. The amplitude is therefore proportional to $\psi$ with electron 1 at the nucleus, and the ion is left in the normalised function $\psi(0,r)$. The cusp at $r_{12}=0$ also supplies large momenta, but equal and opposite ones for the two electrons. The dipole operator in momentum form contains their sum, so this part cancels at leading order. For a product, $\psi(0,r)\propto\phi_a(r)$, and the exercise is recovered.

I projected three descriptions of the atom on He$^+$ 1s:
\begin{itemize}
\item The single exponential gives a loss of 2.14 percent.
\item The Hartree--Fock orbital (cc-pVQZ basis), the best shape without correlation within that basis, gives 3.22 percent (3.23 in larger bases).
\item A Hylleraas function, a polynomial in $r_1+r_2$, $(r_1-r_2)^2$ and $r_{12}$ times $e^{-1.8(r_1+r_2)}$, gives 7.16 percent with 13 terms and 7.10 percent with 22.
\end{itemize}
The cusp condition holds approximately for such a variational function. Using its slope at the nucleus in place of its value gives 7.31 percent, so about 7 percent is a fair statement. A more flexible correlated function lowers the 22-term loss by another 0.05 percentage points, and the 2s share quoted below by 0.02. The product model is thus too low by a factor of about three, mostly through missing correlation. The 2s satellite alone rises from 1.10 to 4.48 percent.

\subsection*{Is the ejection sudden enough?}

Take photons of 1487 eV as an example; an aluminium x-ray source gives about 1.5 keV. With the Hylleraas ionisation energy of 24.59 eV, the main line has kinetic energy $1487-24.6=1462.4$ eV. The 2s satellite lies at 1421.6 eV and the shake-off edge at 1408.0 eV.

The photoelectron moves at 10.37 atomic units of speed and crosses the mean orbital radius, $3/(2a)=0.889$ bohr, in $0.889/10.37$ atomic units of time. Multiplied by the 2s excitation frequency of 1.5, this gives 0.129. The ejection is fast compared with the response of the ion, though not infinitely so.

The dipole factor is not quite common either. For a plane wave, the squared amplitude times the density of states varies as $p^3/(a^2+p^2)^4$. At fixed photon energy this is 1.070 times larger for the slower 2s photoelectron than for the main line. In this estimate the 2s satellite is raised by about 7 percent of itself. The length form of the dipole operator would give 13 percent with the same approximate functions; either is far less than the effect of correlation. The p states of the ion, dropped above, also return at finite $p$. For a plane wave they carry together a fraction $a^2/p^2$, or 2.6 percent, of the intensity that goes to s states. The attraction of the ion lowers this: a Coulomb wave of charge 1 gives 0.4 percent. Both figures use the product model and the momentum form. With a plane wave the length form would make the fraction grow with $p$, against the sudden limit, so I do not use it here. Near threshold the picture fails altogether: below about $24.6+40.8=65.4$ eV of photon energy the 2s satellite cannot be produced, whatever the overlap says.

\subsection*{Correcting a peak area}

If you integrate the main line alone and divide by a cross section for total one-photon ionisation, the number of atoms comes out too low. The area must be multiplied by $1/S^2=1.022$ in the product model, or by 1.076 with the correlated function. For helium I would use the second. It is the sudden limit. At 1487 eV the dipole factor estimated above would by itself raise it to about 1.08 in the momentum form and 1.09 in the length form, counting shake-off only up to equal sharing of the energy between the two electrons. The correlated shares also change at finite $p$: with plane waves and the momentum form, the ratio of the 2s satellite to the main line is 0.055, where the dipole factor alone gives 0.051. For a correlated state the operator acting on the remaining electron no longer vanishes by parity and is included here. The second decimal of the correction is therefore uncertain.

Two conditions apply. If your sensitivity factor was calibrated on main-line areas, the loss is already contained in it and must not be corrected again. And in a ratio of two elements A and B it is the ratio of their main-line shares that matters, so equal losses cancel.

The helium figure should not be carried over to a film. There the other electrons of the atom and its neighbours respond to the core hole as well, and photoelectrons lose energy on their way to the surface. Neither effect is in this model, and the main-line share has to be found for the material and the integration window in use. Most of the values quoted here are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
exponent before ionisation, minimised: 1.6875 1/bohr
exponent after ionisation: 2.0000 1/bohr
product energy of He: -2.84766 hartree
relative exponent change x: 0.084746
overlap S, formula: 0.989247
overlap S, quadrature: 0.989247
main-line share S^2: 97.861 %
shake-up plus shake-off: 2.139 %
leading estimate 3x^2: 2.155 %
2s satellite share: 1.104 %
3s satellite share: 0.177 %
all shake-up: 1.428 %
shake-off by completeness: 0.711 %
shake-off by continuum integral: 0.711 %
correction factor 1/S^2: 1.0219
relaxed ionisation energy, model: 23.066 eV
frozen ionisation energy, model: 24.395 eV
centroid shift, formula: 1.3287 eV
centroid shift, spectral sum: 1.3287 eV
photon energy (input): 1487 eV
ionisation energy, Hylleraas: 24.591 eV
2s satellite distance: 40.82 eV
shake-off edge distance: 54.42 eV
kinetic energy, main line: 1462.4 eV
kinetic energy, 2s satellite: 1421.6 eV
kinetic energy, shake-off edge: 1408.0 eV
Hartree-Fock energy, cc-pVQZ: -2.86151 hartree
full CI energy, cc-pVQZ: -2.90241 hartree
loss with Hartree-Fock orbital: 3.22 %
Hylleraas exponent (input): 1.80 1/bohr
Hylleraas energy, 13 terms: -2.90363 hartree
Hylleraas energy, 22 terms: -2.90370 hartree
correlated loss, 13 terms: 7.16 %
correlated loss, 22 terms: 7.10 %
correlated loss from nuclear slope: 7.31 %
correlated 2s satellite share: 4.48 %
correlated correction factor: 1.076
photoelectron speed, main line: 10.37 atomic units
dipole factor, 2s over main line: 1.070
mean orbital radius: 0.8889 bohr
excitation frequency times escape time: 0.129
\end{verbatim}
